**Threshold shift from a fixed sheet of trapped charge**

The program tests $\Delta V_T=-\sigma/C_{ox}$, where $\sigma$ is the trapped charge per area at the insulator–film interface and $C_{ox}=\varepsilon_0\varepsilon_r/d$ is the capacitance per area of an insulator with thickness $d$ and relative permittivity $\varepsilon_r$. For $10^{12}$ elementary charges per square centimetre on 100 nm of silicon dioxide, the magnitude is 4.64 V, or 0.1705 hartree/$e$. The program solves the nonlinear Poisson equation through the insulator and a model semiconductor film, and searches for the gate voltage that gives a chosen density of mobile electrons. It asserts that the resulting shifts agree with the formula within $10^{-6}$ V for trapped electrons and trapped holes at two electron densities. It also asserts that electrons halfway through the insulator give half the shift, and that the surface potential at equal electron density is unaffected by the trapped charge. A separate assertion compares the evaluations in SI and atomic units. The output shows shifts of +4.6398 V for electrons at the interface, −4.6398 V for holes there, and +2.3199 V for electrons at mid-insulator.

## Numerical check

```python
"""
Result under test: a fixed sheet charge sigma trapped at the interface of a gate
insulator and a semiconductor film shifts the threshold voltage by
    shift = -sigma / C_ox,    C_ox = eps0 * eps_r / d.
sigma: trapped charge per area (negative for electrons), d: insulator thickness,
eps_r: relative permittivity of the insulator, C_ox: its capacitance per area.
Threshold means the gate voltage giving a fixed sheet density of mobile electrons.
The independent road is a numerical solution of the nonlinear Poisson equation
through insulator and film, with the gate voltage found by root search.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

e = const.e
eps0 = const.epsilon_0
nm = 1e-9
per_cm2 = 1e4                      # one per square centimetre, in m^-2

# Inputs of the exercise
trap_density = 1e12 * per_cm2
thickness = 100 * nm
eps_oxide = 3.9

# Derived formula
charge = e * trap_density
capacitance = eps0 * eps_oxide / thickness
shift_size = charge / capacitance

# Model film for the numerical test
temperature = 300.0
thermal_voltage = const.k * temperature / e
eps_film = 10.0
film_thickness = 30 * nm
reference_density = 1e20           # m^-3 at zero potential

# Grid: node 0 is the gate, node n_ox is the insulator-film interface
n_ox, n_film = 100, 120
h_film = film_thickness / n_film
steps = np.r_[np.full(n_ox, thickness / n_ox), np.full(n_film, h_film)]
permittivity = eps0 * np.r_[np.full(n_ox, eps_oxide), np.full(n_film, eps_film)]
coupling = permittivity / steps
width = np.zeros(n_ox + n_film)    # film width owned by nodes 1, 2, ...
width[n_ox - 1:] = h_film
width[n_ox - 1] = width[-1] = h_film / 2


def solve_device(gate_voltage, sheet_charge, sheet_node):
    """Return mobile electron sheet density and film surface potential."""
    phi = np.full(n_ox + n_film + 1, 0.6)
    phi[:n_ox + 1] = np.linspace(gate_voltage, 0.6, n_ox + 1)
    sheet = np.zeros(n_ox + n_film)
    sheet[sheet_node - 1] = sheet_charge
    for _ in range(500):
        electrons = np.zeros_like(width)
        electrons[n_ox - 1:] = (reference_density * width[n_ox - 1:]
                                * np.exp(phi[n_ox:] / thermal_voltage))
        flux = np.r_[coupling * (phi[:-1] - phi[1:]), 0.0]
        imbalance = flux[:-1] - flux[1:] + sheet - e * electrons
        matrix = np.zeros((3, len(width)))
        matrix[0, 1:] = -coupling[1:]
        matrix[2, :-1] = -coupling[1:]
        matrix[1] = (coupling + np.r_[coupling[1:], 0.0]
                     + e * electrons / thermal_voltage)
        update = solve_banded((1, 1), matrix, imbalance)
        phi[1:] += update
        if np.max(np.abs(update)) < 1e-10:
            density = reference_density * np.sum(
                width[n_ox - 1:] * np.exp(phi[n_ox:] / thermal_voltage))
            return density, phi[n_ox]
    raise RuntimeError("Poisson iteration did not converge")


def gate_voltage_for(target, sheet_charge, sheet_node):
    """Gate voltage and surface potential at a given electron sheet density."""
    voltage = brentq(
        lambda v: solve_device(v, sheet_charge, sheet_node)[0] / target - 1,
        -6.0, 9.0, xtol=1e-10)
    return voltage, solve_device(voltage, sheet_charge, sheet_node)[1]


print("INPUTS")
print(f"trapped charges per area: {trap_density / per_cm2:.3e} cm^-2")
print(f"insulator thickness: {thickness / nm:.1f} nm")
print(f"relative permittivity of insulator: {eps_oxide:.2f}")
print(f"elementary charge: {e:.6e} C")
print(f"vacuum permittivity: {eps0:.6e} F/m")
print("FORMULA")
print(f"trapped charge per area, magnitude: {charge:.4e} C/m^2")
print(f"insulator capacitance per area: {capacitance:.4e} F/m^2")
print(f"threshold shift, magnitude: {shift_size:.4f} V")

# Same quantity evaluated wholly in Hartree atomic units
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
density_au = trap_density * bohr**2
thickness_au = thickness / bohr
shift_au = 4 * np.pi * density_au * thickness_au / eps_oxide
print(f"trapped charges per area: {density_au:.4e} bohr^-2")
print(f"insulator thickness: {thickness_au:.2f} bohr")
print(f"threshold shift, magnitude: {shift_au:.5f} hartree/e")
assert abs(shift_au * hartree_ev - shift_size) < 1e-6
assert abs(shift_size - 4.6) < 0.05

print("NUMERICAL POISSON TEST")
print(f"film thickness: {film_thickness / nm:.1f} nm")
print(f"relative permittivity of film: {eps_film:.1f}")
print(f"temperature: {temperature:.1f} K")
print(f"electron density at zero potential: {reference_density / 1e6:.2e} cm^-3")

cases = [
    ("electrons at interface", -charge, n_ox, shift_size),
    ("holes at interface", charge, n_ox, -shift_size),
    ("electrons at mid-insulator", -charge, n_ox // 2, shift_size / 2),
]
for target_cm2 in (1e11, 5e11):
    target = target_cm2 * per_cm2
    clean_voltage, clean_surface = gate_voltage_for(target, 0.0, n_ox)
    print(f"mobile electron sheet density: {target_cm2:.1e} cm^-2")
    print(f"  gate voltage, no trapped charge: {clean_voltage:.4f} V")
    print(f"  surface potential, no trapped charge: {clean_surface:.4f} V")
    for name, sheet_charge, node, expected in cases:
        voltage, surface = gate_voltage_for(target, sheet_charge, node)
        shift = voltage - clean_voltage
        print(f"  {name}: gate voltage {voltage:.4f} V")
        print(f"  {name}: shift {shift:+.4f} V")
        print(f"  {name}: surface potential {surface:.4f} V")
        assert abs(shift - expected) < 1e-6
        assert abs(surface - clean_surface) < 1e-6

print("all good")
```

Running it gives:

```
INPUTS
trapped charges per area: 1.000e+12 cm^-2
insulator thickness: 100.0 nm
relative permittivity of insulator: 3.90
elementary charge: 1.602177e-19 C
vacuum permittivity: 8.854188e-12 F/m
FORMULA
trapped charge per area, magnitude: 1.6022e-03 C/m^2
insulator capacitance per area: 3.4531e-04 F/m^2
threshold shift, magnitude: 4.6398 V
trapped charges per area: 2.8003e-05 bohr^-2
insulator thickness: 1889.73 bohr
threshold shift, magnitude: 0.17051 hartree/e
NUMERICAL POISSON TEST
film thickness: 30.0 nm
relative permittivity of film: 10.0
temperature: 300.0 K
electron density at zero potential: 1.00e+14 cm^-3
mobile electron sheet density: 1.0e+11 cm^-2
  gate voltage, no trapped charge: 0.6291 V
  surface potential, no trapped charge: 0.1651 V
  electrons at interface: gate voltage 5.2688 V
  electrons at interface: shift +4.6398 V
  electrons at interface: surface potential 0.1651 V
  holes at interface: gate voltage -4.0107 V
  holes at interface: shift -4.6398 V
  holes at interface: surface potential 0.1651 V
  electrons at mid-insulator: gate voltage 2.9490 V
  electrons at mid-insulator: shift +2.3199 V
  electrons at mid-insulator: surface potential 0.1651 V
mobile electron sheet density: 5.0e+11 cm^-2
  gate voltage, no trapped charge: 2.5561 V
  surface potential, no trapped charge: 0.2362 V
  electrons at interface: gate voltage 7.1959 V
  electrons at interface: shift +4.6398 V
  electrons at interface: surface potential 0.2362 V
  holes at interface: gate voltage -2.0837 V
  holes at interface: shift -4.6398 V
  holes at interface: surface potential 0.2362 V
  electrons at mid-insulator: gate voltage 4.8760 V
  electrons at mid-insulator: shift +2.3199 V
  electrons at mid-insulator: surface potential 0.2362 V
all good
```
